# Madelung correction for exact exchange on elongated k-meshes

**Question**

I am computing exact exchange for a periodic insulator and leaving out the divergent \(\mathbf q+\mathbf G=0\) term. To repair the finite-mesh error I add half the Madelung potential of the supercell per electron. For cubic supercells this always lowers the energy. For a long tetragonal supercell \(a\times a\times c\) I was given

\[
v_M\simeq\frac{\pi c}{3a^2}-\frac{3.900}{a},
\]

with the remark that it changes sign at \(c/a=3.72\), so that the correction would *raise* the energy on a sufficiently anisotropic mesh.

I tried to derive this by adding up square planes of point charges, but every plane gives an infinite potential. Where do the two terms come from, how accurate are they, and does the exchange correction really reverse? I would also like to know whether "anisotropic" refers to the crystal cell or to the mesh.

**Answer**

The infinities arise because each of your planes carries a net charge. They disappear if each plane is neutralized separately and what was added is then put back. I use Hartree atomic units, so a unit charge has potential \(1/r\).

**What is being computed**

Put unit charges at all points of the \(a\times a\times c\) lattice, add a uniform background of density \(-1/V\) with \(V=a^2c\), and let \(v_{\rm per}(\mathbf r)\) be the periodic potential whose cell average is zero. The Madelung potential is what remains at a charge once its own field is removed:

\[
v_M=\lim_{r\to0}\left[v_{\rm per}(\mathbf r)-\frac1r\right].
\]

The zero average matters, because it is what dropping the zero-wavevector term imposes. It also makes the potential unique: two periodic solutions of the same Poisson equation differ by a constant, and equal averages make that constant zero.

Now add a uniform sheet of charge density \(-1/a^2\) to every lattice plane, and a sheet of density \(+1/a^2\) at the same place to cancel it. The system becomes

- neutral planes, each made of point charges and a negative sheet;
- positive sheets a distance \(c\) apart, in the original background.

Both parts have zero average potential. For a neutral plane, the charge averaged over \(x,y\) vanishes, and so does the laterally averaged potential. For the sheets we impose it below.

**The positive term: a stack of sheets**

The sheet potential \(\phi\) depends on \(z\) alone. Between sheets the charge density is \(-1/(a^2c)\), so Poisson's equation \(\phi''=-4\pi\rho\) gives

\[
\phi''=\frac{4\pi}{a^2c}.
\]

By symmetry \(\phi'\) vanishes midway between sheets, at \(z=c/2\). Integrating twice, for \(0\le z\le c\),

\[
\phi(z)=\frac{2\pi}{a^2c}\,(z^2-cz+K).
\]

The slope just above \(z=0\) is \(-2\pi/a^2\) and just below it is \(+2\pi/a^2\). The jump \(-4\pi/a^2\) is the one required by a sheet of density \(1/a^2\). The average of \(z^2-cz\) is \(c^2/3-c^2/2=-c^2/6\), so zero average requires \(K=c^2/6\). At a sheet,

\[
\phi(0)=\frac{2\pi}{a^2c}\,\frac{c^2}{6}=\frac{\pi c}{3a^2}.
\]

The charge sits at the maximum of a potential whose average is zero, so this term is positive. It grows with the spacing because the slope beside a sheet has the fixed magnitude \(2\pi/a^2\), while the distance \(c/2\) over which the potential falls becomes longer.

**The negative term: the charge's own plane**

Measure in-plane distances in units of \(a\), and let \(\mathbf m\) be a pair of integers with length \(|\mathbf m|\). We need the potential at \(\mathbf m=0\) of the other charges and the negative sheet. Use

\[
\frac1R=\int_0^\infty t^{-1/2}e^{-\pi tR^2}\,dt,
\qquad
\int e^{-\pi tr^2}\,d^2r=\frac1t .
\]

With \(\theta(t)=\sum_n e^{-\pi tn^2}\), the Gaussians on all sites sum to \(\theta^2(t)\). Removing the site at the origin subtracts 1, and the sheet subtracts \(1/t\). The potential is therefore \(I/a\), where

\[
I=\int_0^\infty t^{-1/2}\left[\theta^2(t)-1-\frac1t\right]dt .
\]

To justify exchanging sum and integral, start the integral at \(t=\varepsilon\). The interaction is then short-ranged, and sum and sheet converge separately. The omitted part is the potential of a smeared neutral plane, whose Fourier components vanish as \(\varepsilon\to0\), less the origin's own share \(\int_0^\varepsilon t^{-1/2}dt=2\sqrt\varepsilon\), which also vanishes.

Poisson summation gives \(\theta^2(1/t)=t\,\theta^2(t)\). In the part from 0 to 1 put \(t=1/u\), so that \(t^{-1/2}dt\) becomes \(u^{-3/2}du\) on \(1<u<\infty\):

\[
\int_1^\infty u^{-3/2}\left[u\theta^2(u)-1-u\right]du
=\int_1^\infty u^{-1/2}\left[\theta^2(u)-1\right]du-2 .
\]

The \(-2\) is \(-\int_1^\infty u^{-3/2}du\). The part from 1 to \(\infty\) has the same value, since its sheet term is the same integral. Hence

\[
I=-4+2\int_1^\infty t^{-1/2}\left[\theta^2(t)-1\right]dt .
\]

For each site the substitution \(s=\sqrt{\pi t}\,|\mathbf m|\) turns the integral into a complementary error function:

\[
I=-4+2\sum_{\mathbf m\ne0}
\frac{\operatorname{erfc}(\sqrt\pi\,|\mathbf m|)}{|\mathbf m|}\equiv-P .
\]

The four nearest sites contribute \(8\operatorname{erfc}(\sqrt\pi)=0.097511\), and the four diagonal ones \(8\operatorname{erfc}(\sqrt{2\pi})/\sqrt2=0.002222\). Including the small remaining terms, \(P=3.900265\). The plane contributes \(-P/a\).

**What the two-term formula leaves out**

The other neutral planes still have a lateral structure. For an in-plane reciprocal vector \(\mathbf g\ne0\), the plane's charge has Fourier coefficient \(1/a^2\), and its potential obeys

\[
\phi_g''-g^2\phi_g=-\frac{4\pi}{a^2}\delta(z),
\qquad
\phi_g=\frac{2\pi}{a^2g}e^{-g|z|}.
\]

At our charge all these waves are in phase, because the planes are stacked directly above one another. The planes at \(z=\pm c,\pm2c,\ldots\) give the geometric sum

\[
2\sum_{l=1}^\infty e^{-glc}=\frac{2}{e^{gc}-1}.
\]

With \(g=2\pi|\mathbf m|/a\), the complete result is

\[
v_M=\frac{\pi c}{3a^2}-\frac Pa+\delta,\qquad
\delta=\frac2a\sum_{\mathbf m\ne0}
\frac{1}{|\mathbf m|\left(e^{2\pi|\mathbf m|c/a}-1\right)} .
\]

Nothing here required \(c>a\); that condition only makes \(\delta\) small. For long cells \(\delta\simeq(8/a)e^{-2\pi c/a}\). At \(c=a\) the first two terms give \(-2.8531/a\) and the full result is \(-2.8373/a\), a difference of about 0.6% of the full value. At \(c=2a\), \(\delta\) is only \(2.8\times10^{-5}/a\).

**The sign change, and a second one**

Let \(x=c/a\). Setting the first two terms to zero gives

\[
\frac{\pi x}{3}=P,\qquad
x=\frac{3P}{\pi}=\frac{3(3.900265)}{\pi}=3.7245 .
\]

Here \(\delta\) is about \(5\times10^{-10}/a\), so it does not affect the digits shown.

To count the zeros, consider

\[
f(x)=a\,v_M=\frac{\pi x}{3}-P+\sum_{\mathbf m\ne0}
\frac{2}{|\mathbf m|(e^{2\pi|\mathbf m|x}-1)} .
\]

The derivative of each term in the sum is \(-\pi/\sinh^2(\pi|\mathbf m|x)\), which increases with \(x\). So \(f\) is convex. It is negative at \(x=1\) and tends to \(+\infty\) both for large \(x\) and for \(x\to0\). It therefore has exactly one zero above \(x=1\), the one just found, and exactly one below.

The lower zero belongs to flat cells. Finding the root numerically, with an Ewald sum for the potential, gives \(c/a=0.240\). The two-term formula misses it: at \(c/a=0.2\) it gives \(-3.69/a\), whereas the Ewald value is \(+1.83/a\). The reason for the positive sign is that images along the short axis are close together. Out to a distance of order \(a\) they contribute roughly

\[
\frac2c\sum_{n\lesssim a/c}\frac1n\sim\frac2c\ln\frac ac ,
\]

before the background and the neighbouring chains compensate them. The remaining contribution is of order \(1/c\), so the logarithm wins when \(c/a\) is small enough.

**From the Madelung potential to exchange**

Consider a filled band with one electron of one spin per primitive cell, of volume \(\Omega\), and a uniform mesh of \(N\) points. Let the band be built from compact orbitals \(w\), one per cell, whose mutual overlap can be neglected:

\[
\psi_{\mathbf k}(\mathbf r)=N^{-1/2}\sum_{\mathbf R}
e^{i\mathbf k\cdot\mathbf R}w(\mathbf r-\mathbf R).
\]

With \(\rho=|w|^2\), the pair density is

\[
\psi_{\mathbf k}^*\psi_{\mathbf k'}=\frac1N\sum_{\mathbf R}
e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}\rho(\mathbf r-\mathbf R).
\]

Its Fourier integral at \(\mathbf p=\mathbf k'-\mathbf k+\mathbf G\) is \(\rho(\mathbf p)\), the transform of a single orbital density. The exchange energy per electron is then

\[
E_{\rm mesh}=-\frac{2\pi}{N^2\Omega}
\sum_{\mathbf k,\mathbf k'}\sum_{\mathbf G}
\frac{|\rho(\mathbf p)|^2}{p^2},\qquad \mathbf p\ne0 .
\]

The vectors \(\mathbf p\) form the reciprocal lattice of a supercell of volume \(V=N\Omega\), and each is reached by \(N\) pairs \((\mathbf k,\mathbf k')\). So

\[
E_{\rm mesh}=-\frac1{2V}\sum_{\mathbf p\ne0}\frac{4\pi|\rho(\mathbf p)|^2}{p^2}
=-\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,
v_{\rm per}(\mathbf r-\mathbf r')\,d^3r\,d^3r' .
\]

This answers your last question. The relevant lengths are those of the supercell, \(a=N_aa_0\) and \(c=N_cc_0\), where \(a_0,c_0\) are the primitive edges. A mesh with unequal divisions can describe a nearly cubic supercell, and equal divisions of a long crystal cell describe a long one. The formula and the ratio 3.72 apply only when the supercell is tetragonal. An \(N\times N\times M\) mesh on an fcc primitive cell, for example, gives an oblique supercell of hexagonal planes, and an Ewald sum puts its sign change at \(M/N=4.27\).

Take a Gaussian \(\rho\) with variance \(\sigma^2\) along each axis, and write \(v_{\rm per}=1/r+u\). Then \(u(0)=v_M\). Inside the nearest-image distance, the background gives \(\nabla^2u=4\pi/V\), so

\[
u(\mathbf r)=v_M+\frac{2\pi}{3V}r^2+h(\mathbf r),
\]

where \(h\) is harmonic and \(h(0)=0\). The separation of two points drawn from \(\rho\) is an isotropic Gaussian with variance \(2\sigma^2\) per axis. Therefore \(\langle r^2\rangle=6\sigma^2\), \(\langle h\rangle=0\), and \(\langle1/r\rangle=1/(\sigma\sqrt\pi)\equiv J\). Up to an exponentially small tail reaching the images,

\[
E_{\rm mesh}=-\frac12\left(J+v_M+\frac{4\pi\sigma^2}{V}\right).
\]

The isolated orbital has \(E_\infty=-J/2\). The uncorrected error, mesh minus isolated, is thus \(-v_M/2-2\pi\sigma^2/V\). Adding \(+v_M/2\) leaves \(-2\pi\sigma^2/V\). For a density that is not spherical, \(h\) need not average to zero. In a long supercell this can leave a further error of order \(\sigma^2/a^3\), which refining the mesh along \(z\) alone does not remove. Overlap between neighbouring orbitals, present in real insulators, does the same. For a filled band of Gaussians with \(\sigma=1\) bohr on a simple cubic lattice with \(a_0=4\) bohr, the corrected error on \(2\times2\times8\) and \(2\times2\times32\) meshes exceeds \(-2\pi\sigma^2/V\) by about \(-3.3\) millihartree in both cases, and the excess falls below 0.1 millihartree only when the lateral mesh is refined to \(4\times4\).

So the correction does reverse. In a cubic supercell \(v_M<0\) and it lowers the energy; in a tetragonal supercell it raises it for \(c/a\) above 3.72 and below 0.240.

**Numbers for a 2 × 2 × M mesh**

Take a cubic primitive cell with \(a_0=c_0=10\) bohr and \(\sigma=1\) bohr. The supercell has \(a=20\) bohr and \(c/a=M/2\), and \(E_\infty=-0.28209\) hartree. Just below and above the critical ratio,

\[
M=7:\quad v_M=\frac{3.66519-3.90026}{20}=-0.01175\ \text{hartree},
\]

\[
M=8:\quad v_M=\frac{4.18879-3.90026}{20}=+0.01443\ \text{hartree},
\]

per unit charge. Evaluating the double sum over \(\mathbf k,\mathbf k'\) directly gives these energies per electron, in millihartree and rounded separately:

| \(M\) | Error before | Correction | Error after |
|---:|---:|---:|---:|
| 2 | 70.15 | −70.93 | −0.79 |
| 4 | 44.75 | −45.15 | −0.39 |
| 7 | 5.65 | −5.88 | −0.22 |
| 8 | −7.41 | 7.21 | −0.20 |
| 16 | −112.03 | 111.93 | −0.10 |

The correction goes from \(-0.160\) eV at \(M=7\) to \(+0.196\) eV at \(M=8\). The error after correction follows \(-2\pi\sigma^2/V\): for \(M=2\), \(V=8000\) bohr³ and this is \(-0.79\) millihartree.

The small uncorrected errors near \(M=7\) and 8 come from cancellation, not from convergence. Adding points along \(z\) alone takes the error through zero and then makes it grow. At \(M=16\) it is larger in magnitude than at \(M=2\), despite eight times as many points. For fixed \(a\) and large \(c\) it behaves as

\[
E_{\rm mesh}-E_\infty\simeq-\frac{\pi c}{6a^2}+\frac{P}{2a}.
\]

In reciprocal space the growing term comes from the points on the \(z\) axis, \(p_z=2\pi n/c\), whose contribution to \(v_M\) is

\[
\frac{4\pi}{a^2c}\,2\sum_{n=1}^\infty\frac{c^2}{4\pi^2n^2}
=\frac{2c}{\pi a^2}\,\frac{\pi^2}{6}=\frac{\pi c}{3a^2}.
\]

Each such point stands for a region of lateral width \(2\pi/a\), but the integrand is sampled on the axis, where \(1/p^2\) is largest for that \(p_z\). Refining \(z\) alone brings these samples closer to the singularity without narrowing the regions.

The total uncorrected error vanishes slightly before \(v_M\) does, because of the \(\sigma^2\) term. Setting \(v_M=-4\pi\sigma^2/V\) shifts the ratio down by about \(12\sigma^2/(a^2x)=12/(400\times3.72)\approx0.008\).

**Using the correction**

Use \(v_M\) for the actual supercell shape. At \(M=8\), \(V^{1/3}=31.75\) bohr, and a cube of equal volume would give \(v_M/2=-2.8373/(2\times31.75)=-0.0447\) hartree. Adding that to the error of \(-0.0074\) hartree would make it \(-0.0521\) hartree, about seven times worse.

In a global hybrid, multiply both the exchange energy and this correction by the fraction of exact exchange. A short-range screened hybrid needs different treatment. Its kernel \((4\pi/q^2)(1-e^{-q^2/4\omega^2})\), with screening parameter \(\omega\), tends to the finite value \(\pi/\omega^2\) at \(q=0\). That term can be kept, and the bare-Coulomb correction above should not be added.
